# Tetrahedral and Octahedral d-Level Splittings from Point Charges

## First half: from ligand charges to the factor −4/9

Suppose that a ligand-field parameter has been obtained for an octahedral metal centre and is then used for a tetrahedral precursor of the same metal. If the number is carried over unchanged, the d splitting is too large by a factor 9/4 within the point-charge model at equal distance. If its sign is also carried over, a single d electron is put into the wrong set of orbitals: a threefold set is filled where a twofold set lies lower. An initial guess, an orbital assignment or a model Hamiltonian built in this way starts from the wrong degeneracy. Both the factor and the sign follow from one angular function, and both have conditions that an implementation must respect.

### The model and its sign convention

Atomic units are used in the derivation: energies are in hartree, lengths in bohr, and the electron has charge −1. The metal nucleus is at the origin. There are \(N\) ligands, each a point of charge \(-Z\) with \(Z>0\), at positions \(R\,\mathbf n_i\), where \(\mathbf n_i\) is a unit vector and \(R\) is the same for all. The energy of an electron at \(\mathbf r\) in the field of one ligand is the product of the two charges divided by their distance. The product is \((-1)(-Z)=+Z\), so the total is a repulsion,

\[
U(\mathbf r)=Z\sum_{i=1}^{N}\frac{1}{|\mathbf r-R\,\mathbf n_i|}.
\]

With positive charges of the same size in place of the ligands, \(U\) and every first-order splitting below would change sign.

Four assumptions define the comparison. The ligands are identical, and \(Z\) is the same in both geometries. The distance \(R\) is the same in both. The metal d functions have the same radial part in both. Finally, \(U\) acts to first order: its matrix is formed among the five d functions and diagonalized there, and mixing with other shells is left out. The levels are those of one electron. Repulsion among several d electrons and spin–orbit coupling are further terms, and the splitting enters such a many-electron treatment as a parameter.

### Separating radius and angle

Let \(\mathbf n=(x,y,z)\) be the unit vector along \(\mathbf r\), so that \(x^2+y^2+z^2=1\), and let \(c_i=\mathbf n\cdot\mathbf n_i\). Write \(r_<\) and \(r_>\) for the smaller and the larger of \(r\) and \(R\), and \(t=r_</r_>\). Then

\[
|\mathbf r-R\,\mathbf n_i|^2=r^2+R^2-2rRc_i=r_>^2\,(1-2tc_i+t^2).
\]

The Legendre polynomials are the coefficients in \((1-2tc+t^2)^{-1/2}=\sum_k t^kP_k(c)\). Hence

\[
\frac{1}{|\mathbf r-R\,\mathbf n_i|}=\sum_{k=0}^{\infty}\frac{r_<^k}{r_>^{k+1}}\,P_k(c_i).
\]

This holds for an electron inside the ligand shell and for one outside it. The polynomials needed here come from expanding \((1-s)^{-1/2}\) with \(s=2tc-t^2\):

\[
(1-s)^{-1/2}=1+\tfrac12 s+\tfrac38 s^2+\tfrac5{16}s^3+\tfrac{35}{128}s^4+\dots
\]

The terms in \(t^2\) are \(-\tfrac12\) from \(s\) and \(\tfrac38\cdot4c^2\) from \(s^2\). The terms in \(t^4\) are \(\tfrac38\) from \(s^2\), \(\tfrac5{16}\cdot3\cdot(2c)^2\cdot(-1)=-\tfrac{15}{4}c^2\) from \(s^3\), and \(\tfrac{35}{128}\cdot16c^4=\tfrac{35}{8}c^4\) from \(s^4\). Therefore

\[
P_2=\frac{3c^2-1}{2},\qquad P_4=\frac{35c^4-30c^2+3}{8}.
\]

Summing over the ligands gives

\[
U=Z\sum_k\frac{r_<^k}{r_>^{k+1}}\,S_k(\mathbf n),\qquad S_k(\mathbf n)=\sum_{i=1}^{N}P_k(\mathbf n\cdot\mathbf n_i).
\]

### Which terms a d shell can feel

The angular part of a d function is a quadratic polynomial in \(x,y,z\). A matrix element between two of them contains their product, which is a polynomial of degree at most four and is unchanged by \(\mathbf n\to-\mathbf n\).

Take one ligand and use \(\mathbf n_i\) as the polar axis. The factor \(P_k(c_i)\) does not depend on the azimuth, so the product may first be averaged over the azimuth. In that average, odd powers of the sine or cosine of the azimuth vanish, and even powers come with powers of \(1-c_i^2\). What remains is a polynomial in \(c_i\) of degree at most four, and it is even in \(c_i\) because the product is even under inversion. A Legendre polynomial \(P_k\) is orthogonal on \([-1,1]\) to every polynomial of lower degree, so all \(k>4\) drop out. For odd \(k\) the integrand is odd, so these terms drop out too. Within the d shell,

\[
U\;\to\;Z\left[\frac{N}{r_>}+\frac{r_<^2}{r_>^3}S_2+\frac{r_<^4}{r_>^5}S_4\right],
\]

where \(S_0=N\) since \(P_0=1\). The first term has no angular dependence and moves all five levels together.

### The octahedral sum

Six ligands lie at \(\pm x,\pm y,\pm z\), so the cosines \(c_i\) are \(\pm x,\pm y,\pm z\). With

\[
q=x^4+y^4+z^4
\]

the sums of powers are \(\sum c_i^2=2(x^2+y^2+z^2)=2\) and \(\sum c_i^4=2q\). Then

\[
S_2^{O}=\frac{3\cdot2-6}{2}=0,
\]

\[
S_4^{O}=\frac{35\cdot2q-30\cdot2+3\cdot6}{8}=\frac{70q-42}{8}=\frac{35}{4}\left(q-\frac35\right).
\]

### The tetrahedral sum

Four ligands lie along

\[
(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1),
\]

each divided by \(\sqrt3\). Call the signs of a ligand \(s_1,s_2,s_3\), so that \(c_i=(s_1x+s_2y+s_3z)/\sqrt3\). Summed over the four ligands, each single sign gives zero and each product of two different signs gives zero. The square of a sign is one and sums to four. In \(\sum c_i^2\) the cross terms carry products of two signs and vanish, which leaves

\[
\sum c_i^2=\frac13\cdot4\,(x^2+y^2+z^2)=\frac43.
\]

The fourth power of a sum of three terms contains fourth powers with coefficient 1, terms such as \(x^3y\) with coefficient 4, terms such as \(x^2y^2\) with coefficient 6, and terms such as \(x^2yz\) with coefficient 12. The second and fourth kinds carry a product of two different signs and vanish. With \(p=x^2y^2+y^2z^2+z^2x^2\),

\[
\sum c_i^4=\frac49\,(q+6p).
\]

Squaring \(x^2+y^2+z^2=1\) gives \(q+2p=1\), hence \(6p=3-3q\) and \(\sum c_i^4=\tfrac49(3-2q)\). Then

\[
S_2^{T}=\frac12\left(3\cdot\frac43-4\right)=0,
\]

\[
S_4^{T}=\frac18\left[\frac{140}{9}(3-2q)-40+12\right]
=\frac18\left[\frac{56}{3}-\frac{280}{9}q\right]
=-\frac{35}{9}\left(q-\frac35\right).
\]

The two sums have the same angular shape, and

\[
\frac{S_4^{T}}{S_4^{O}}=-\frac{35/9}{35/4}=-\frac49 .
\]

The radial factor multiplying \(S_4\) is the same function of \(r\) in both geometries. The part of \(U\) that can split the d shell is therefore \(-4/9\) times as large in the tetrahedron at each point of space. Every splitting in the d shell inherits this ratio, whatever the radial function. The d density need not lie inside the ligand shell. The complete potentials are not in this ratio. Their angle-independent terms are in the ratio 4/6, and they also contain terms that the d shell does not feel.

### Where the two factors come from

The number \(-4/9\) is a product of \(4/6\), for the number of ligands, and \(-2/3\), for their directions. The second factor can be read from \(f(\mathbf n)=q-\tfrac35\), evaluated at a ligand. On a cubic axis \(q=1\) and \(f=\tfrac25\). On a body diagonal \(q=3\cdot\tfrac19=\tfrac13\) and \(f=-\tfrac4{15}\). The ratio is \(-\tfrac23\).

This agreement has a reason. Average \(P_4(\mathbf n\cdot\mathbf m)\) over all positions of \(\mathbf m\) produced by the 24 rotations of a cube. The result is unchanged by these rotations in \(\mathbf n\), and it is symmetric in \(\mathbf n\) and \(\mathbf m\). On the unit sphere it can be written as a homogeneous polynomial of degree four. Half-turns about the axes allow monomials in which the three exponents are all even or all odd, and three odd numbers cannot add to four. Quarter-turns then make the coefficients of like monomials equal, so \(q\) and \(p=(1-q)/2\) remain. Orthogonality to a constant, with the spherical mean \(\langle q\rangle=3\cdot\tfrac15=\tfrac35\), fixes the combination \(f\). The average must therefore be \(C f(\mathbf n)f(\mathbf m)\). The octahedral sum gives \(\tfrac{35}{24}=\tfrac25C\), so \(C=\tfrac{175}{48}\). A shell of \(N\) ligands with cubic symmetry, all equivalent by that symmetry, has

\[
S_4(\mathbf n)=\frac{175N}{48}\,f(\mathbf m)\,f(\mathbf n),
\]

where \(\mathbf m\) is the direction of any one of them. For the tetrahedron, the rotations of the cube also produce the four opposite corners, but \(P_4\) is even, so the average is unchanged. Eight ligands at the corners of a cube give twice the tetrahedral value, \(-8/9\) of the octahedral one. The formula also serves for a more distant shell of charges.

### Beyond bare charges

The ratio does not need the Coulomb law. Let each ligand add an operator to the d shell that has axial symmetry about the metal–ligand line. In the frame of that ligand it has three energies: \(e_\sigma\) for the orbital along the line, \(e_\pi\) for the next pair and \(e_\delta\) for the last pair. Averaged over the azimuth, the three angular densities are, with \(c\) the cosine from the line,

\[
\rho_\sigma=\tfrac54(3c^2-1)^2,\quad \rho_\pi=\tfrac{15}{2}c^2(1-c^2),\quad \rho_\delta=\tfrac{15}{8}(1-c^2)^2 .
\]

Each has the form \(1+\alpha P_2+\beta P_4\). The coefficient of \(c^4\) is \(\tfrac{35}{8}\beta\), which gives \(\beta=\tfrac{18}7,-\tfrac{12}7,\tfrac37\). The coefficient of \(c^2\) is \(\tfrac32\alpha-\tfrac{15}4\beta\), which gives \(\alpha=\tfrac{10}7,\tfrac57,-\tfrac{10}7\). Since the spherical means of \(P_2^2\) and \(P_4^2\) are \(\tfrac15\) and \(\tfrac19\), an operator \(b_0+b_2P_2+b_4P_4\) has the energies

\[
e_\sigma=b_0+\tfrac27b_2+\tfrac27b_4,\quad
e_\pi=b_0+\tfrac17b_2-\tfrac4{21}b_4,\quad
e_\delta=b_0-\tfrac27b_2+\tfrac1{21}b_4 .
\]

In the combination \(6e_\sigma-8e_\pi+2e_\delta\) the terms in \(b_0\) and \(b_2\) cancel, and \(\tfrac{10}{3}b_4\) is left. Hence

\[
b_4=\tfrac35\,(3e_\sigma-4e_\pi+e_\delta).
\]

The other two coefficients then follow from the remaining equations, so any three energies can be represented. Adding the ligands gives \(b_0N+b_2S_2+b_4S_4\), with the same sums as before. The factor \(-4/9\) therefore survives covalent contributions if they are additive, axially symmetric and equal per ligand in the two geometries.

## Second half: levels, numbers and limits

The following is taken from the first half. Each of \(N\) ligands has charge \(-Z\) and distance \(R\) from the metal. The unit vector towards the electron is \((x,y,z)\), \(q=x^4+y^4+z^4\), and \(r_<\), \(r_>\) are the smaller and larger of \(r\) and \(R\). Within the d shell, the repulsion is a common shift plus

\[
Z\,\frac{r_<^4}{r_>^5}\,a\left(q-\frac35\right),\qquad a_O=\frac{35}{4},\quad a_T=-\frac{35}{9}.
\]

The subscripts stand for octahedron and tetrahedron. What remains is to find the levels themselves.

### Radial integrals and d functions

Let \(u(r)\) be \(r\) times the radial function, normalized by \(\int_0^\infty u^2\,dr=1\), and define

\[
G_k=\int_0^\infty u(r)^2\,\frac{r_<^k}{r_>^{k+1}}\,dr .
\]

The common shift is \(NZG_0\). The splitting term contributes \(ZG_4\,a\) times the angular matrix of \(q-\tfrac35\).

Angle brackets around angular functions denote a mean over the sphere. The real d functions, normalized to a mean square of one, are \(\sqrt{15}\,xy\), \(\sqrt{15}\,yz\), \(\sqrt{15}\,zx\), which form the set t2, and \(\tfrac{\sqrt5}{2}(3z^2-1)\), \(\tfrac{\sqrt{15}}{2}(x^2-y^2)\), which form the set e. In the octahedron these sets are called t2g and e_g.

The angular matrix is diagonal. The function \(q\) is unchanged when one coordinate changes sign. The product of two different t2 functions is odd in two coordinates, and so is the product of a t2 and an e function, so both average to zero. The product of the two e functions changes sign when \(x\) and \(y\) are exchanged, while \(q\) does not, so this element vanishes as well.

### The angular averages

The means of even monomials follow from three independent Gaussian variables of unit variance. The mean of \(X^{2a}Y^{2b}Z'^{2c}\) is \((2a-1)!!\,(2b-1)!!\,(2c-1)!!\). It is also the spherical mean times the mean of the \(2m\)-th power of the radius, which is \((2m+1)!!\) with \(m=a+b+c\). Therefore

\[
\langle x^{2a}y^{2b}z^{2c}\rangle=\frac{(2a-1)!!\,(2b-1)!!\,(2c-1)!!}{(2m+1)!!}.
\]

For total degree eight the denominator is \(9!!=945\). For \(xy\),

\[
\langle q\rangle_{t_2}=15\,\langle x^6y^2+x^2y^6+x^2y^2z^4\rangle
=15\cdot\frac{15+15+3}{945}=\frac{11}{21}.
\]

The other two t2 functions follow by renaming the coordinates. For the e functions, two means are needed:

\[
\langle x^4q\rangle=\frac{105+9+9}{945}=\frac{123}{945},\qquad
\langle x^2y^2q\rangle=\frac{33}{945}.
\]

For \(x^2-y^2\),

\[
\langle q\rangle_e=\frac{15}{4}\langle(x^4+y^4-2x^2y^2)q\rangle
=\frac{15}{4}\cdot\frac{246-66}{945}=\frac57 .
\]

For \(3z^2-1\), the means \(\langle q\rangle=\tfrac35\) and \(\langle z^2q\rangle=\tfrac13\langle q\rangle=\tfrac15\) are also used:

\[
\frac54\langle(9z^4-6z^2+1)q\rangle
=\frac54\left(\frac{1107}{945}-\frac65+\frac35\right)=\frac54\cdot\frac47=\frac57 .
\]

The two e functions are thus degenerate. Subtracting \(\tfrac35\) gives

\[
\left\langle q-\tfrac35\right\rangle_{t_2}=-\frac{8}{105},\qquad
\left\langle q-\tfrac35\right\rangle_{e}=\frac{4}{35}=\frac{12}{105}.
\]

The sum over the five orbitals is \(3(-8)+2(12)=0\) in units of \(1/105\), so the splitting leaves the mean d energy at the common shift.

### Levels and splittings

Multiplication by \(a_O\) and \(a_T\) gives the levels relative to the common shift of each geometry:

\[
E_O(e)=ZG_4,\qquad E_O(t_2)=-\tfrac23ZG_4,
\]

\[
E_T(e)=-\tfrac49ZG_4,\qquad E_T(t_2)=+\tfrac{8}{27}ZG_4 .
\]

Define the signed splitting as \(\Delta=E(e)-E(t_2)\) in both geometries. Then

\[
\Delta_O=\frac53ZG_4,\qquad
\Delta_T=-\left(\frac{12}{27}+\frac{8}{27}\right)ZG_4=-\frac{20}{27}ZG_4,\qquad
\frac{\Delta_T}{\Delta_O}=-\frac49 .
\]

The reversal can be seen in the orbitals. On a cubic axis, where octahedral ligands sit, \(xy\), \(yz\) and \(zx\) all vanish, and the e set has the density. On a body diagonal, where tetrahedral ligands sit, \(x^2=y^2=z^2=\tfrac13\), so both e functions vanish and the t2 set has the density. The set that meets the negative charges is raised.

An implementation should keep the sign in \(\Delta\) and should check the axes. The labels above refer to the cubic axes. If a tetrahedral molecule is instead oriented with one bond along \(z'=(x+y+z)/\sqrt3\), then

\[
3z'^2-1=(x+y+z)^2-1=2(xy+yz+zx),
\]

so the orbital named \(z'^2\) belongs to t2. Assigning levels by orbital name then fails, whereas degeneracy, three against two, remains a safe guide.

### Worked example

Take \(Z=2\), \(R=4\) bohr and a d radial function proportional to \(r^2e^{-\alpha r^2}\) with \(\alpha=0.7\) bohr⁻². These are model parameters, not those of a named metal. Here \(u^2\propto r^6e^{-2\alpha r^2}\). Integration by parts gives \(\int r^{n+2}e^{-br^2}dr=\tfrac{n+1}{2b}\int r^ne^{-br^2}dr\), and two such steps with \(b=2\alpha\) yield

\[
\langle r^4\rangle=\frac{7\cdot9}{(4\alpha)^2}=\frac{63}{7.84}=8.036\ \text{bohr}^4 .
\]

Nearly all the density lies inside \(R\), so \(r_<=r\) and \(r_>=R\) may be used:

\[
G_4\simeq\frac{\langle r^4\rangle}{R^5}=\frac{8.036}{1024}=0.00785\ \text{bohr}^{-1}.
\]

The full radial integral agrees to the digits shown. Then \(ZG_4=0.427\) eV. The octahedral levels are \(+0.427\) eV for e and \(-0.285\) eV for t2. The tetrahedral levels are \(-0.190\) eV for e and \(+0.127\) eV for t2. The splittings are

\[
\Delta_O=\tfrac53\times0.427=0.712\ \text{eV},\qquad
\Delta_T=-\tfrac{20}{27}\times0.427=-0.316\ \text{eV},
\]

or about 5740 and −2550 cm⁻¹.

The common shifts are far larger, 81.6 eV for six ligands and 54.4 eV for four. They do not measure the relative stability of the two geometries, because the model omits the repulsion among the ligands and their attraction to the metal core.

The four levels were tested against Coulomb integrals over the Gaussian d functions, evaluated without a multipole expansion. They agreed within \(10^{-8}\) hartree. The same test was made for a ligand shell that the d density penetrates: \(R=2\) bohr, with a radial function made of two normalized Gaussians of exponents 0.70 and 0.25 bohr⁻² and weights 0.60 and 0.50. There 61% of the density lies inside \(R\). The agreement was again within \(10^{-8}\) hartree, and the ratio was −0.44444444 in both cases.

The second case also shows what does depend on penetration. Its full \(G_4\) is 0.201 bohr⁻¹, while \(\langle r^4\rangle/R^5\) is 0.797 bohr⁻¹, about four times too large. The sign of this error is general: for \(r>R\) the true factor \(R^4/r^5\) is smaller than \(r^4/R^5\). The simplified formula is thus safe for the ratio at equal \(R\), but not for the size of the splitting when the density reaches the ligands.

### Unequal distances

If the d density lies inside both ligand shells and the charge and radial function are held fixed, \(G_4\) varies as \(R^{-5}\), and

\[
\left|\frac{\Delta_T}{\Delta_O}\right|=\frac49\left(\frac{R_O}{R_T}\right)^5 .
\]

With \(R_O=4.00\) bohr and \(R_T=3.80\) bohr, 5% shorter, the ratio is \(0.444/0.95^5=0.574\). The directly computed tetrahedral splitting is 0.409 eV in magnitude, 29% above its value at equal distance. The two splittings would become equal in magnitude at \(R_T/R_O=(4/9)^{1/5}=0.85\). Within the point-charge model, an octahedral value must therefore be corrected for distance as well as multiplied by −4/9 when the two distances differ. The fifth power holds only while the density stays inside both shells. For the penetrating radial function above, with \(R_O=2.0\) and \(R_T=1.9\) bohr, the ratio is 0.474 rather than 0.574, so \(G_4\) must then be evaluated in full at each distance.

### Mixing with metal p functions

A tetrahedron has no inversion centre, so its field also has odd terms. They vanish between d functions but can connect d to p. The product of a d and a p function is odd and of degree three, so \(k=1\) and \(k=3\) can contribute. The first is absent because \(\sum c_i=0\). For the second, \(P_3=(5c^3-3c)/2\). In \(\sum c_i^3\) the terms with one unpaired sign vanish. The term \(6xyz\,s_1s_2s_3\) remains, and \(s_1s_2s_3=1\) for each ligand. Therefore

\[
\sum c_i^3=\frac{4\cdot6\,xyz}{3\sqrt3}=\frac{8xyz}{\sqrt3},\qquad
S_3=\frac{20\,xyz}{\sqrt3}.
\]

This function connects \(xy\) with \(p_z\), \(yz\) with \(p_x\) and \(zx\) with \(p_y\). The e functions have no p partner, since their products with \(x\), \(y\) or \(z\) lack the parity of \(xyz\). In the octahedron opposite ligands cancel every odd term.

Let \(W\) be the coupling and \(g\) the height of the p level above t2 before mixing. The lower root of the two-level problem is shifted by

\[
\delta=\frac g2-\sqrt{\frac{g^2}{4}+W^2}\simeq-\frac{W^2}{g}\qquad(W\ll g).
\]

For a p function proportional to \(r\,e^{-0.2r^2}\), with \(r\) in bohr, the computed coupling is \(W=0.799\) eV. With \(g\) set to 10 eV, \(\delta=5-\sqrt{25+0.638}=-0.063\) eV. The t2 set moves down towards e, and the splitting falls from 0.316 to 0.253 eV, by 20% of its first-order value. The ratio to the octahedral splitting becomes 0.355 instead of 0.444. A p shell below the d level would push t2 up instead. This estimate includes one p shell and no other excited functions, so it shows the size of the effect for these parameters and is not a converged second-order result.

### Use for real precursors

Titanium tetrachloride, a precursor used in atomic layer deposition, is a tetrahedral molecule. Its metal–ligand distance, roughly 4 bohr, is close to the value of \(R\) used here. Its formal d count is zero, so the splitting concerns empty orbitals. The charge \(Z=2\) is high for a chloride, whose formal charge is −1; with \(Z=1\) and all else fixed, the first-order model splittings halve. Octahedral splittings of 3d ions are roughly 1 to 2 eV in many complexes, above the 0.7 eV of the example. Real ligands are not bare charges, and covalent bonding also contributes to the splitting. The model value itself depends strongly on the chosen charge, distance and radial function. The absolute point-charge splitting should therefore not be used as a prediction. The ratio holds under the conditions of additivity and equal ligand parameters derived in the first half, but a change of distance or p mixing moves it, as the examples above show for their parameters. A real molecule need not meet these conditions. In a rough Kohn–Sham LDA calculation with a small double-zeta basis, the empty d levels of TiCl₄ and of octahedral TiCl₆²⁻ show the reversed order predicted here, but the ratio of the splittings at the same Ti–Cl distance is about 0.3 in magnitude, not 0.44. For a real precursor the order of the levels is the dependable result, and 4/9 is only a first estimate.

Precursors with unlike ligands, and surface species that have lost some of them, need a further change. Their \(S_2\) does not vanish in general, the e and t2 sets can split or mix, and a single number no longer describes the d shell. The full five-by-five matrix should then be built from the ligand positions and diagonalized. For an ideal tetrahedron and octahedron with equal parameters, the same code should return the ratio −4/9, which tests the ligand directions and the sums over them. The ratio does not reveal a wrong sign shared by all charges or a wrong common factor, because both cancel. To detect these, one splitting should also be compared with its own value, for example \(\Delta_O=\tfrac53ZG_4\), which is positive for negative ligands. The numerical output below gives the values to more digits.

## Computed results

```
Ligand charge number Z: 2.0
Metal-ligand distance R: 4.00 bohr
d Gaussian exponent: 0.70 bohr^-2
Mean of q in t2 orbital: 0.523810
Mean of q in e orbital: 0.714286
d density inside R: 100.000 percent
Mean r^4: 8.0357 bohr^4
G0: 0.250000 bohr^-1
G4, full radial integral: 0.007847 bohr^-1
G4, density taken inside R: 0.007847 bohr^-1
Z G4 as energy: 0.4271 eV
Common shift, octahedron: 81.634 eV
Common shift, tetrahedron: 54.423 eV
Level from common shift, octahedron e: +0.4271 eV
Level from common shift, octahedron t2: -0.2847 eV
Level from common shift, tetrahedron e: -0.1898 eV
Level from common shift, tetrahedron t2: +0.1265 eV
Octahedral E(e)-E(t2): +0.7118 eV
Octahedral E(e)-E(t2): +5741 cm^-1
Tetrahedral E(e)-E(t2): -0.3164 eV
Tetrahedral E(e)-E(t2): -2552 cm^-1
Signed ratio, tetrahedral/octahedral: -0.44444444
Minus four ninths: -0.44444444
Diffuse test: exponents 0.70, 0.25 bohr^-2
Diffuse test: primitive weights 0.60, 0.50
Diffuse test: distance 2.00 bohr
Diffuse test: density inside R 61.41 percent
Diffuse test: full G4 0.200542 bohr^-1
Diffuse test: mean r^4/R^5 0.7966 bohr^-1
Diffuse test: signed ratio -0.44444444
Shorter tetrahedral distance: 3.80 bohr
Its tetrahedral splitting, magnitude: 0.4088 eV
Its ratio to octahedron at R: 0.5744
Ratio from fifth-power law: 0.5744
p Gaussian exponent: 0.20 bohr^-2
p level above t2 before mixing: 10.0 eV
Tetrahedral t2-p coupling, magnitude: 0.7991 eV
Shift of t2 by p mixing: -0.0635 eV
Tetrahedral splitting with p mixing: 0.2529 eV
Its ratio to octahedral splitting: 0.3553
```
